# Sharvin Conductance from Transverse Modes and Projected Fermi-Surface Area

**Q:** You want the resistance of a metal constriction in which nothing scatters. Resistance comes from scattering, so I would expect zero.

**A:** The voltage is measured between two large electrodes, and the constriction limits how many electrons can pass from one to the other. That limit alone can fix a finite ratio of current to voltage.

Take a constriction of cross-section $A$ along the direction $\hat{\mathbf n}$. It is many Fermi wavelengths wide, and its width and length are short compared with the bulk mean free path $l$. Its walls reflect specularly. Electrons are independent, spin is degenerate, and the bias $V$ is small. I write $e>0$ and give currents as magnitudes.

Inside a uniform constriction each transverse standing wave, or mode, has a one-dimensional band $E(k)$. Forward states in $dk$ have density $2\,dk/2\pi$ per unit length, the 2 being for spin, and velocity $v=\hbar^{-1}dE/dk$. Electrode 1 fills them with occupation $f_1$, and a fraction $T(E)$ gets through:

$$I_1=e\int\frac{2\,dk}{2\pi}\,\frac{1}{\hbar}\frac{dE}{dk}\,T f_1=\frac{2e}{h}\int dE\,T f_1 .$$

The velocity has cancelled against the density of states. Electrode 2 sends the same expression backwards with $f_2$, since for elastic transport the total transmission at a given energy is equal both ways. For small bias $f_1-f_2\simeq eV(-\partial f/\partial E)$, which at low temperature is a unit-area peak at the Fermi energy $E_F$. Summing over modes,

$$G=\frac{I}{V}=\frac{2e^2}{h}\sum_n T_n(E_F).$$

With every $T_n=1$ this is still finite. The power $IV$ is then released in the electrodes, where the electrons eventually relax.

**Q:** You have moved the difficulty into $T_n$. The electrodes are wide and the neck is narrow. Why should a mode not be reflected at the entrance?

**A:** Let the width vary slowly along the coordinate $z$. The transverse wave adjusts to the local width, and its energy $\varepsilon_n(z)$ acts as a potential for the motion along $z$:

$$-\frac{\hbar^2}{2m}\chi_n''+\varepsilon_n(z)\chi_n=E\chi_n .$$

Coupling between modes is dropped because it contains derivatives of the width. The potential is highest in the neck. If $E_F$ lies well above that maximum, a smooth barrier reflects little and $T_n\simeq1$; if well below, $T_n\simeq0$. Only modes whose threshold lies within some small energy $\Delta$ of $E_F$ are in between. For free electrons in a wide neck the number of open modes grows in proportion to energy, as the count below will show, so the uncertain fraction is of order $\Delta/E_F$.

**Q:** That covers gentle tapers. A hole in an insulating film has sharp edges.

**A:** There I can offer a calculation in two dimensions, not a proof. Take a square lattice with nearest-neighbour hopping $t$, leads 60 sites wide and a neck 24 sites wide. I computed the total transmission with recursive Green functions and averaged it over 25 energies between $0.7t$ and $1.3t$ above the band bottom. The mean number of open modes in the neck is 7.80.

- Tapered ends, neck 10 sites long: 7.70.
- Tapered ends, neck 40 sites long: 7.64.
- Abrupt ends, neck 10 sites long: 7.67.

The deficits are about 1 to 2 per cent of the open-mode number. The differences among the three cases are below 1 per cent and depend on which energies are sampled, so they establish no trend with neck length or end shape. End reflection in three dimensions was not computed.

**Q:** Then count the modes. I will allow you free electrons first.

**A:** Take a rectangular neck with hard walls and sides $w_x$, $w_y$. The transverse waves are $\sin(k_xx)\sin(k_yy)$ with $k_x=\pi n_x/w_x$, $k_y=\pi n_y/w_y$ and $n_x,n_y=1,2,\dots$. A mode is open if some energy is left for forward motion, $k_x^2+k_y^2<k_F^2$, where $k_F$ is the Fermi wavevector. The allowed points have density $w_xw_y/\pi^2=A/\pi^2$ and fill a quarter disc of area $\pi k_F^2/4$. For a wide neck,

$$N\simeq\frac{A}{\pi^2}\,\frac{\pi k_F^2}{4}=\frac{k_F^2A}{4\pi}=\frac{A}{(2\pi)^2}\,\pi k_F^2 .$$

The last form has the density of plane waves, $A/(2\pi)^2$, times the area of the full disc. That disc is the shadow of the Fermi sphere on the plane normal to the current. Since $k_F^2\propto E_F$, it also confirms that $N$ is proportional to energy.

**Q:** A metal need not have a spherical Fermi surface. Does the shadow survive?

**A:** It does, with one amendment. Consider a thin opening, so that the walls hardly matter, and count the electrons arriving from the bulk. Those moving forward in the energy window $eV$ carry a current $GV$, with

$$G=e^2A\int_{v_n>0}\frac{2\,d^3k}{(2\pi)^3}\,v_n\,\delta(E-E_F),\qquad v_n=\frac1\hbar\,\nabla_kE\cdot\hat{\mathbf n}.$$

Split the volume element into a surface element and a step along the surface normal: $d^3k=dS\,dE/|\nabla_kE|$. With unit normal $\hat{\mathbf s}=\nabla_kE/|\nabla_kE|$, the velocity is $v_n=|\nabla_kE|\,(\hat{\mathbf s}\cdot\hat{\mathbf n})/\hbar$. The gradient cancels:

$$G=\frac{2e^2A}{(2\pi)^3\hbar}\int_{v_n>0}(\hat{\mathbf s}\cdot\hat{\mathbf n})\,dS .$$

Time reversal gives $E(-\mathbf k)=E(\mathbf k)$ here, so the forward and backward parts contribute equally to $\int|\hat{\mathbf s}\cdot\hat{\mathbf n}|\,dS$. Using $2\pi\hbar=h$,

$$G=\frac{2e^2}{h}\,\frac{A\,S_n}{(2\pi)^2},\qquad S_n=\frac12\int_{FS}|\hat{\mathbf s}\cdot\hat{\mathbf n}|\,dS .$$

For a sphere, with $c=\cos\theta$, $S_n=\tfrac12k_F^2\,2\pi\int_{-1}^{1}|c|\,dc=\pi k_F^2$, as before.

The amendment concerns overlap. The quantity $|\hat{\mathbf s}\cdot\hat{\mathbf n}|\,dS$ is the projected area $d^2k_\parallel$ of one surface patch. If a line along $\hat{\mathbf n}$ meets two forward-moving patches, both count. $S_n$ is therefore the projected area with multiplicity, not the area of the silhouette.

A longer channel needs more care. Reflection from a wall that is not a symmetry plane of the band can turn a forward velocity backward, and the thin-opening argument does not cover that.

**Q:** Is multiplicity more than a formality? Show me a band where it matters.

**A:** Take one $s$ orbital per site on a face-centred cubic lattice of constant $a$, with nearest-neighbour hopping and $x=k_xa/2$, and so on:

$$E=-4t(\cos x\cos y+\cos y\cos z+\cos z\cos x).$$

With one electron per atom the band is half full. The median energy on a grid of wavevectors puts the Fermi level at $0.917t$.

Send the current along [110]. Put $x=p+q$, $y=p-q$, so that $p$ runs along the current, and let $c=\cos p$. Then $\cos x\cos y=\tfrac12(\cos2p+\cos2q)=c^2-\sin^2q$ and $\cos x+\cos y=2c\cos q$. The Fermi crossings obey

$$c^2+2c\cos q\cos z-\sin^2q+\frac{E_F}{4t}=0 .$$

Each root with $|c|<1$ gives the pair $\pm p$, one moving forward and one backward. At $q=\pi/2$ the equation is $c^2=1-0.229$, so $c=\pm0.88$: two forward crossings in one period of $p$. The second root lies outside the first Brillouin zone; a reciprocal lattice vector carries it to $q=-\pi/2$, which the crystal treats as the same transverse wavevector. At $q=z=0$ it gives $c=-1\pm0.88$, of which only $-0.12$ is allowed: one forward crossing.

Counting crossings line by line over the whole zone gives $1.80/a^2$ modes per unit area. The surface integral, evaluated separately with the delta function replaced by a Gaussian of width $0.1t$, also gives $1.80/a^2$. The silhouette, in which each distinct transverse wavevector of the surface Brillouin zone counts at most once, gives $1.30/a^2$. That is 28 per cent below the correct number. The gap comes from folding into the surface zone, not from the shape of this band. The surface zone holds at most $\sqrt2/a^2=1.41/a^2$, so a free-electron sphere of equal density, with $1.92/a^2$ modes, loses a similar fraction when folded the same way. The ordinary shadow of this Fermi surface within the first zone is about $1.78/a^2$, within about 1 per cent of the full count. Multiplicity matters here when transverse wavevectors are counted in the surface zone, as in a layer-by-layer transport calculation.

**Q:** The formula I remember for this resistance contains resistivity and mean free path. You seem to have lost them.

**A:** They appear as a product from which $l$ cancels. For free electrons of density $n$ and relaxation time $\tau$, the Drude conductivity is $ne^2\tau/m$. With $l=v_F\tau$ and $mv_F=\hbar k_F$ it becomes $ne^2l/(\hbar k_F)$. Since $n=k_F^3/3\pi^2$,

$$\rho l=\frac{\hbar k_F}{ne^2}=\frac{3\pi^2\hbar}{e^2k_F^2}.$$

The form you remember is then

$$R=\frac{4\rho l}{3A}=\frac{4\pi^2\hbar}{e^2k_F^2A}=\frac{2\pi h}{e^2k_F^2A}.$$

The mode count gives $1/G=(h/2e^2)(4\pi/k_F^2A)$, which is the same expression. A dirtier metal has larger $\rho$ and smaller $l$, and their product stays fixed as long as $k_F$ does.

**Q:** Then I may make the metal as dirty as I like, and the resistance will not change?

**A:** No. The length is absent from the formula but present in its condition of validity. In the lattice neck I added random site energies, uniform over a range of $1.5t$, with one random sample for each length. The mean transmission fell to 5.84 for 10 sites and to 2.70 for 40 sites. Length now matters, and counting modes no longer gives the conductance.

**Q:** Put numbers on a contact an engineer would recognise.

**A:** Consider a round copper-filled opening of diameter $d=10$ nm through an insulating film of thickness $L=2$ nm, between copper electrodes. A rough lattice constant of 0.36 nm and one conduction electron per atom give $n=4/a^3=85.7\ \mathrm{nm^{-3}}$. As free electrons these have $k_F=(3\pi^2n)^{1/3}=13.64\ \mathrm{nm^{-1}}$, a wavelength of 0.46 nm and $E_F=7.09$ eV. The opening is about 22 wavelengths across.

The sphere supplies $k_F^2/4\pi=14.81$ modes per $\mathrm{nm^2}$, and $A=78.54\ \mathrm{nm^2}$. Hence

$$N=14.81\times78.54\simeq1163,\qquad G=1163\times77.48\ \mathrm{\mu S}=90.1\ \mathrm{mS},$$

and $R=11.1\ \Omega$. The resistance times the area is $8.7\times10^{-12}\ \Omega\,\mathrm{cm^2}$.

**Q:** Your count replaced lattice points by an area. How wrong is that at 10 nm?

**A:** The rectangle shows it. All integer points, of either sign, inside the ellipse $k_x^2+k_y^2<k_F^2$ number about $k_F^2A/\pi$. They comprise four copies of the true modes plus the points on the axes, which are not modes because the sine vanishes. The axes hold about $2k_Fw_x/\pi+2k_Fw_y/\pi$ points. With perimeter $P=2(w_x+w_y)$,

$$4N\simeq\frac{k_F^2A}{\pi}-\frac{k_FP}{\pi}\quad\Rightarrow\quad N\simeq\frac{k_F^2A}{4\pi}-\frac{k_FP}{4\pi}.$$

A gently curved wall looks flat on the scale of a wavelength, so the edge term carries over to the disc. There it is $-k_Fd/4=-34$ modes, or 3 per cent of $N$. Counting the nodes of the Bessel functions directly gives 1129 modes, in agreement with $1163-34$; as the diameter varies, the exact count scatters about the formula by a few modes.

**Q:** Hard walls are an idealisation. Electrons penetrate an insulator.

**A:** Let the wall be a step whose full height, measured from the band bottom, corresponds to wavevector $k_0$. For a wave with normal component $k_\perp$, write $\sin(k_\perp u+\delta)$ at distance $u$ inside the wall, and a decay constant $\kappa=\sqrt{k_0^2-k_\perp^2}$ outside, with the same mass. Matching value and slope gives $k_\perp\cot\delta=\kappa$, hence $\sin\delta=k_\perp/k_0$. Between two walls a distance $w$ apart the condition is $k_\perp w+2\delta=n\pi$, so each wall adds $\delta/\pi$ to the count. Wavevectors $k_s$ along the wall have density $P/2\pi$, and

$$\Delta N=\frac{P}{2\pi^2}\int_{-k_F}^{k_F}\arcsin\!\left(\frac{\sqrt{k_F^2-k_s^2}}{k_0}\right)dk_s .$$

This vanishes for $k_0\to\infty$, as it must. For a rough barrier of 3 eV above the Fermi level it is $+32$ modes and nearly cancels the hard-wall loss. The direct count, with matched decaying waves outside, is 1160. The gain falls as the barrier rises, so the cancellation is not exact in general, and for a very high barrier the hard-wall loss returns.

**Q:** And if the walls are rough, so that your specular reflection fails?

**A:** Then some electrons are sent back. I followed 400,000 classical particles through a tube of this shape, entering with the angular distribution of the bulk flux and leaving each wall collision in a direction independent of the incoming one. A fraction 0.67 crosses without touching the wall, and 0.835 gets through in all. The resistance becomes $11.1/0.835=13.3\ \Omega$, a rise of 20 per cent. This is the fully diffuse extreme for $L/d=0.2$.

**Q:** What about ordinary scattering in the copper itself?

**A:** For a rough resistivity of 2 µΩ cm, $\rho l=6.54\times10^{-16}\ \Omega\,\mathrm{m^2}$ gives $l=33$ nm. That is about three times the diameter, so the ballistic condition holds only moderately well.

To size the correction, take the opposite, diffusive limit of current spreading from a disc of radius $b=d/2$ into a half-space. A surface point source $dI$ gives a potential $\rho\,dI/(2\pi s)$ at distance $s$. Try the current density $j=I/(2\pi b\sqrt{b^2-r^2})$, which integrates to $I$. At any point of the disc, use polar coordinates centred there; the factor $s$ in the area element cancels the $1/s$. Along a chord of half-length $g$ through that point, $b^2-r^2=g^2-u^2$, with $u$ measured from the middle of the chord, and $\int_{-g}^{g}du/\sqrt{g^2-u^2}=\pi$ for every chord. Chord directions cover an angle $\pi$, so the potential is uniform:

$$V=\frac{\rho}{2\pi}\,\frac{I}{2\pi b}\,\pi\cdot\pi=\frac{\rho I}{4b}.$$

Two half-spaces in series give $\rho/2b=\rho/d=2.0\ \Omega$. The film depth adds $\rho L/A=0.5\ \Omega$. These are 18 and 5 per cent of the Sharvin value. They indicate the size of the effect; between the two limits, simple addition is only an estimate.

**Q:** Room temperature and tunnelling must do something too.

**A:** Thermal smearing of the occupations and tunnelling do very little here. Because $N\propto E$, thermal averaging replaces $E_F$ by the chemical potential $\mu$. At fixed density, expanding about $\mu$ gives $\mu^{3/2}[1+\tfrac{\pi^2}{8}(k_BT/\mu)^2]=E_F^{3/2}$, so

$$\frac{\mu}{E_F}\simeq1-\frac{\pi^2}{12}\left(\frac{k_BT}{E_F}\right)^2 .$$

At 300 K, $k_BT/E_F=0.00365$ and the change in the smooth count is $-1.1\times10^{-5}$. The discrete count is a staircase, and since $k_BT$ spans about four modes, smearing it shifts $N$ by a mode or so, of order $10^{-3}$ and of either sign. This excludes the temperature dependence of $l$, which acts through the bulk-scattering correction estimated above and can matter far more.

Summing the decay factor $e^{-2\kappa L}$ over closed modes, with $\kappa$ now the decay constant along the opening, gives 1.4. The value depends on how near the next thresholds lie; the smooth estimate $A/[2\pi(2L)^2]$ is 0.8. The sum ignores matching at the ends, so it is only a rough sign that the leakage is small beside 1163 modes. Through the film itself, the factor at normal incidence for the 3 eV barrier is $4\times10^{-16}$ with the free-electron mass. It is very sensitive to that choice: half the mass gives about $10^{-11}$, still small per unit area.

**Q:** Finally, how far is this from a copper contact on a chip?

**A:** The lattice constant and resistivity are close to those of bulk copper, but the opening is only 2 nm deep. A deeper contact gives wall and bulk scattering more room to act, and liners or grain boundaries would add scattering that this model omits and that I have not sized. The assumptions of clean walls and negligible bulk scattering are already doubtful here: even in this short opening each can raise the resistance by something like 10 to 20 per cent.

The band shape matters as well. Copper's Fermi surface is not a sphere; it has necks towards the L points. The fcc band above has open necks too, since its energy at L is zero, below its Fermi level. Relative to the sphere at equal density, its mode number is 0.82 along [001], 0.94 along [110] and 0.98 along [111]. It is a model of band shape, not a calculation for copper, so these ratios show a possible size of the effect and are not corrections to apply.

The bias should also be realistic. For a rough tolerable current density of 10 MA/cm², the voltage across the ideal contact is $10^7\times8.7\times10^{-12}$ V, or 87 µV. That is far below $E_F/e$, so the small-bias assumption is secure.
